# Two-photon decay of the positronium negative ion: rate formula and Hamiltonian: a numerical check

```python
# Positronium negative ion (e- e- e+), nonrelativistic ground state, electron singlet.
# Result under test: Gamma0 = 2 pi alpha^4 (c/a0) delta, near 2.09 per ns, where
# delta = <delta^3(r1)> a0^3 is the contact density of one electron-positron pair.
# r1, r2: electron-positron distances, r3: electron-electron distance (units a0, E_h).
# Basis: (1+P12) exp(-a r1 - b r2 - c r3).  G(l,m,n) = int r1^l r2^m r3^n
# exp(-A r1 - B r2 - C r3) dr1 dr2 dr3 over the triangle domain.
# Cusp ratios: -1/2 (e-e+), +1/2 (e-e-).  Drachman identity:
# 4 pi delta = 2<(E-V)/r1> - <sum_a |grad_a psi|^2 / r1>.
# Annihilation amplitudes use hbar = c = m = 1 with the charge e factored out.
import numpy as np
from math import comb, pi, sqrt
from itertools import permutations, product
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import roots_laguerre, roots_legendre, eval_genlaguerre

STEP = 0.5
TAU = np.exp(np.arange(-26.0, 26.01, STEP))   # 1/r = int exp(-tau r) dtau, tau = e^s

def make_g(A, B, C):
    def powers(x):
        x2 = x*x
        return [x, x2, 2*x2*x, 6*x2*x2]
    X, Y, Z = powers(1/(A+B)), powers(1/(B+C)), powers(1/(C+A))
    neg = {}
    def g(l, m, n):
        if l == -1:
            if not neg:
                keys = [(1, 1), (2, 1), (0, 3), (1, 2), (3, 0)]
                for k in keys:
                    neg[k] = 0.0
                for t in TAU:
                    gt = make_g(A+t, B, C)
                    for k in keys:
                        neg[k] = neg[k] + STEP*t*gt(0, *k)
            return neg[(m, n)]
        tot = 0
        for i in range(l+1):
            for j in range(m+1):
                for k in range(n+1):
                    tot = tot + (2*comb(l, i)*comb(m, j)*comb(n, k))*X[i+m-j]*Y[j+n-k]*Z[k+l-i]
        return tot
    return g

def kinetic(g, p, q, s=0):   # (1/2) sum over particles grad.grad, times r1^(-s)
    a, b, c = p; d, e, f = q
    h = lambda l, m, n: g(l-s, m, n)
    return ((a*d+b*e+c*f)*h(1, 1, 1)
            + (a*e+b*d)*(h(2, 0, 1)+h(0, 2, 1)-h(0, 0, 3))/4
            + (a*f+c*d)*(h(2, 1, 0)+h(0, 1, 2)-h(0, 3, 0))/4
            + (b*f+c*e)*(h(1, 2, 0)+h(1, 0, 2)-h(3, 0, 0))/4)

def potential(g, s=0):
    return -g(0-s, 1, 1)-g(1-s, 0, 1)+g(1-s, 1, 0)

def gl(n, lo, hi):
    x, w = roots_legendre(n)
    return lo+(hi-lo)*(x+1)/2, w*(hi-lo)/2

# ---- G against quadrature on the triangle domain
A0, B0, C0 = 1.3, 0.7, -0.2
R, wR = gl(120, 0, 90); t, wt = gl(48, 0, 1); y, wy = gl(24, -1, 1)
R3, t3, y3 = np.meshgrid(R, t, y, indexing='ij')
W3 = np.einsum('i,j,k->ijk', wR, wt, wy)*R3*(t3*R3)
gt0 = make_g(A0, B0, C0)
for l, m, n in [(0, 0, 0), (1, 1, 1), (2, 0, 1), (0, 1, 2), (0, 3, 0), (3, 0, 0),
                (-1, 1, 1), (-1, 2, 1), (-1, 0, 3), (-1, 1, 2), (-1, 3, 0)]:
    r3 = R3*(1+t3*y3)
    num = sum(np.sum(W3*r1**l*r2**m*r3**n*np.exp(-A0*r1-B0*r2-C0*r3))
              for r1, r2 in [(R3, t3*R3), (t3*R3, R3)])
    assert abs(num/gt0(l, m, n)-1) < 1e-8
assert abs(8*pi**2*make_g(1.4, 0.6, 0.0)(1, 1, 1)/(pi/0.7**3*pi/0.3**3)-1) < 1e-12

# ---- kinetic formula against Cartesian finite differences (x = e1, e2, positron)
rng = np.random.default_rng(1)
def dist(x):
    return np.array([np.linalg.norm(x[0:3]-x[6:9]), np.linalg.norm(x[3:6]-x[6:9]),
                     np.linalg.norm(x[0:3]-x[3:6])])
for _ in range(5):
    x = rng.normal(size=9); p = rng.uniform(-0.2, 1, 3); q = rng.uniform(-0.2, 1, 3)
    grad = lambda e: np.array([(np.exp(-e@dist(x+1e-5*u))-np.exp(-e@dist(x-1e-5*u)))/2e-5
                               for u in np.eye(9)])
    r = dist(x)
    gp = lambda l, m, n: r[0]**l*r[1]**m*r[2]**n*np.exp(-(p+q)@r)
    assert abs(kinetic(gp, p, q)/r.prod()-grad(p)@grad(q)/2) < 1e-7

# ---- exponential-basis solver
def basis(box, N):
    k = np.arange(1, N//2+1); tri = k*(k+1)/2
    fr = [np.mod(tri*sqrt(pr), 1) for pr in (2, 3, 5)]
    return np.array([np.concatenate([box[6*s+2*i]+(box[6*s+2*i+1]-box[6*s+2*i])*fr[i]
                                     for s in (0, 1)]) for i in range(3)])

def solve(P):
    bra = P[:, :, None]; S = 0; H = 0
    for ket in (P[:, None, :], P[[1, 0, 2]][:, None, :]):
        g = make_g(*(bra+ket))
        S = S+g(1, 1, 1); H = H+kinetic(g, bra, ket)+potential(g)
    d = 1/np.sqrt(np.diag(S)); dd = np.outer(d, d)
    s, U = np.linalg.eigh(S*dd)
    keep = s > 1e-11*s[-1]
    Xo = U[:, keep]/np.sqrt(s[keep])
    e, v = np.linalg.eigh(Xo.T@(H*dd)@Xo)
    return e[0], d*(Xo@v[:, 0]), int(keep.sum())

def objective(box, N):
    lo = np.minimum(box[0::2], box[1::2]).reshape(2, 3)
    worst = np.min(lo.sum(axis=1)-lo.max(axis=1))
    return 1.0-worst if worst < 0.005 else solve(basis(box, N))[0]

def properties(P, c, dtype=float, drach=True):
    F = np.concatenate([P, P[[1, 0, 2]]], axis=1).astype(dtype)
    cc = np.concatenate([c, c]).astype(dtype)
    bra, ket = F[:, :, None], F[:, None, :]
    A, B, C = bra+ket; g = make_g(A, B, C)
    nrm = cc@g(1, 1, 1)@cc
    av = lambda M: float(cc@M@cc/nrm)
    T, V = av(kinetic(g, bra, ket)), av(potential(g))
    dp, de = 1/(pi*(B+C)**3), 1/(pi*(A+B)**3)
    o = dict(E=T+V, vir=-V/T, dp=av(dp), de=av(de),
             cp=av(-ket[0]*dp)/av(dp), ce=av(-ket[2]*de)/av(de))
    if drach:
        o['inv'] = av(g(0, 1, 1)); o['vr'] = av(potential(g, 1))
        o['kr'] = 2*av(kinetic(g, bra, ket, 1))
        o['dr'] = (2*(o['E']*o['inv']-o['vr'])-o['kr'])/(4*pi)
    return o

def show(N, o):
    print(f"N={N}: E={o['E']:.8f} Eh, delta direct={o['dp']:.7f}, Drachman={o['dr']:.7f} a0^-3")
    print(f"N={N}: cusp ep={o['cp']:.5f}, cusp ee={o['ce']:.4f} a0^-1, delta ee={o['de']:.4e} a0^-3")

P1 = np.array([[0.5], [0.15], [0.0]])
print("one function: a, b, c =", *P1[:, 0], "a0^-1")
show(1, properties(P1, solve(P1)[1]))
box = np.array([0.30, 0.65, 0.02, 0.30, -0.01, 0.15, 0.2, 1.0, 0.2, 0.9, -0.1, 0.4])
table = []
for N, nfev in [(20, 500), (40, 500), (60, 400), (80, 300)]:
    box = minimize(objective, box, args=(N,), method='Nelder-Mead',
                   options=dict(maxfev=nfev, adaptive=True, xatol=1e-6, fatol=1e-11)).x
    P = basis(box, N); E, c, kept = solve(P)
    table.append(properties(P, c)); show(N, table[-1])
fin = table[-1]
for s in (0, 1):
    print(f"box {s+1} edges a,a,b,b,c,c (a0^-1):", *[f"{z:.3f}" for z in box[6*s:6*s+6]])
print(f"directions kept at N=80: {kept}; virial ratio -V/T = {fin['vir']:.7f}")
print(f"<1/r1> = {fin['inv']:.6f} a0^-1, <V/r1> = {fin['vr']:.6f} Eh/a0")
print(f"<sum|grad psi|^2/r1> = {fin['kr']:.6f} a0^-3")
ext = properties(P, c, np.longdouble, False)
assert abs(ext['E']-E) < 1e-7 and abs(ext['dp']/fin['dp']-1) < 1e-5
assert all(table[i+1]['E'] < table[i]['E']+1e-8 for i in range(3))
assert E < -0.25 and abs(fin['vir']-2) < 2e-4
assert abs(fin['cp']+0.5) < 0.01 and abs(fin['ce']-0.5) < 0.05

# ---- independent solution: Laguerre products in u=r2+r3-r1, v=r1+r3-r2, w=r1+r2-r3
def laguerre(n, s):
    x, w = roots_laguerre(n+2)
    L = np.array([eval_genlaguerre(i, 0, x) for i in range(n)]).T
    dL = np.array([-eval_genlaguerre(i-1, 1, x) if i else 0*x for i in range(n)]).T
    return x/(2*s), w/(2*s), L, 2*s*(dL-L/2)

def reference(n, nw, su=0.17, sw=0.33):
    u, wu, L, D = laguerre(n, su); w, ww, Lw, Dw = laguerre(nw, sw)
    I, J = np.triu_indices(n)
    def build(M1, M2, M3):
        uv = M1[:, None, I]*M2[None, :, J]+M1[:, None, J]*M2[None, :, I]
        return np.einsum('abp,ck->abcpk', uv, M3).reshape(-1, len(I)*nw)
    F, Fu, Fv, Fw = build(L, L, Lw), build(D, L, Lw), build(L, D, Lw), build(L, L, Dw)
    d1, d2, d3 = -Fu+Fv+Fw, Fu-Fv+Fw, Fu+Fv-Fw
    U, V, W = [z.reshape(-1, 1) for z in np.meshgrid(u, u, w, indexing='ij')]
    wt = np.einsum('a,b,c->abc', wu, wu, ww).reshape(-1, 1)/4
    r1, r2, r3 = (V+W)/2, (U+W)/2, (U+V)/2
    vol = wt*r1*r2*r3
    k12 = wt*r3*(r1**2+r2**2-r3**2)/4
    k13 = wt*r2*(r1**2+r3**2-r2**2)/4
    k23 = wt*r1*(r2**2+r3**2-r1**2)/4
    H = (d1.T@(vol*d1+k12*d2+k13*d3)+d2.T@(vol*d2+k12*d1+k23*d3)
         + d3.T@(vol*d3+k13*d1+k23*d2)+F.T@(vol*(1/r3-1/r1-1/r2)*F))
    e, vec = eigh((H+H.T)/2, F.T@(vol*F), subset_by_index=[0, 0])
    edge = (L[:, I]+L[:, J])@vec[:, 0].reshape(len(I), nw).sum(axis=1)
    return e[0], (pi/2)*np.sum(wu*u**2*edge**2)/(8*pi**2), F.shape[1]

Es, ds, ns = reference(10, 6); Er, dr, nr = reference(14, 8)
print(f"Laguerre {ns} fns: E={Es:.8f} Eh, delta={ds:.7f} a0^-3")
print(f"Laguerre {nr} fns: E={Er:.8f} Eh, delta={dr:.7f} a0^-3")
assert abs(Es-Er) < 2e-5 and abs(E-Er) < 2e-6
assert abs(fin['dr']/dr-1) < 5e-4 and abs(fin['dp']/dr-1) < 2e-3
err_dir = max(abs(o['dp']/dr-1) for o in table); err_dra = max(abs(o['dr']/dr-1) for o in table)
print(f"largest relative deviation from Laguerre: direct {err_dir:.1e}, Drachman {err_dra:.1e}")
assert err_dra < err_dir

# ---- annihilation at rest from explicit Dirac matrices
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
O = np.zeros((2, 2)); g0 = np.diag([1, 1, -1, -1]).astype(complex)
gam = [np.block([[O, s], [-s, O]]) for s in sig]
slash = lambda q: q[0]*g0-q[1]*gam[0]-q[2]*gam[1]-q[3]*gam[2]
us = [sqrt(2)*np.eye(4)[i].astype(complex) for i in (0, 1)]
vb = [(1j*gam[1]@u.conj()).conj()@g0 for u in us]

def amp2(ks):   # polarization-summed |M|^2: singlet, triplet average
    pols = []
    for k in ks:
        e1 = np.cross(k, [0.3, 0.8, 0.52]); e1 /= np.linalg.norm(e1)
        e2 = np.cross(k, e1); e2 /= np.linalg.norm(e2)
        pols.append([slash(np.r_[0, e1]), slash(np.r_[0, e2])])
    k4 = [np.r_[np.linalg.norm(k), k] for k in ks]
    chains = []
    for pm in permutations(range(len(ks))):
        q = np.array([1.0, 0, 0, 0]); props = []
        for i in pm[:-1]:
            q = q-k4[i]
            props.append((slash(q)+np.eye(4))/(q[0]**2-q[1:]@q[1:]-1))
        chains.append((pm, props))
    sing = trip = 0.0
    for ch in product((0, 1), repeat=len(ks)):
        M = 0
        for pm, props in chains:
            m = pols[pm[0]][ch[pm[0]]]
            for i, Sq in zip(pm[1:], props):
                m = pols[i][ch[i]]@Sq@m
            M = M+m
        a = [[vb[j]@M@us[i] for j in (0, 1)] for i in (0, 1)]
        sing += abs(a[0][1]-a[1][0])**2/2
        trip += (abs(a[0][0])**2+abs(a[1][1])**2+abs(a[0][1]+a[1][0])**2/2)/3
    return sing, trip

for _ in range(3):
    k = rng.normal(size=3); k /= np.linalg.norm(k)
    s2, t2 = amp2([k, -k])
    sv2 = (4*pi)**2*s2/(4*2*8*pi)            # sigma v in units r_e^2 c
    assert abs(sv2-4*pi) < 1e-10 and t2 < 1e-20
xs, ws = gl(12, 0, 1); dalitz = 0.0
for s, w1 in zip(xs, ws):                    # sector E1 <= E2 <= E3, one sixth of the plot
    for tt, w2 in zip(xs, ws):
        E1, E2 = s*(0.5+tt/6), 1+s*(-0.5+tt/6); E3 = 2-E1-E2
        ct = (E3**2-E1**2-E2**2)/(2*E1*E2)
        k1 = np.array([0, 0, E1]); k2 = E2*np.array([sqrt(1-ct*ct), 0, ct])
        s3, t3v = amp2([k1, k2, -k1-k2])
        shape = ((1-E1)/(E2*E3))**2+((1-E2)/(E1*E3))**2+((1-E3)/(E1*E2))**2
        assert abs(t3v/(64/3*shape)-1) < 1e-7 and s3 < 1e-12*t3v
        dalitz += 6*w1*w2*s/6*t3v
ratio3 = (4*pi)**3*dalitz/(4*6*32*pi**3)/sv2
assert abs(ratio3/(4*(pi**2-9)/(9*pi))-1) < 1e-7
print(f"singlet 2-photon sigma v = {sv2/pi:.6f} pi r_e^2 c")
print(f"triplet 3-photon / singlet 2-photon = {ratio3:.6f} alpha")

# ---- spin weights, order e1, e2, positron
I2 = np.eye(2); ee = np.array([0, 1, -1, 0])/sqrt(2)
chi = np.kron(ee, np.array([0.6, 0.8j]))
dot1 = sum(np.kron(np.kron(s, I2), s) for s in sig)
dot2 = sum(np.kron(np.kron(I2, s), s) for s in sig)
w_s = sum((chi.conj()@((np.eye(8)-d)/4)@chi).real for d in (dot1, dot2))
assert abs(w_s-0.5) < 1e-13
print(f"singlet weight summed over both pairs = {w_s:.4f}, triplet = {2-w_s:.4f}")

# ---- SI results
pc = sc.physical_constants; al = sc.alpha
a0, re = pc['Bohr radius'][0], pc['classical electron radius'][0]
para = sv2*re**2*sc.c/(8*pi*a0**3)
assert abs(para/(al**5*sc.m_e*sc.c**2/(2*sc.hbar))-1) < 1e-7
rho = fin['dr']/a0**3
G0 = w_s*sv2*re**2*sc.c*rho
assert abs(G0/(2*pi*al**4*sc.c/a0*fin['dr'])-1) < 1e-7
c3 = (2-w_s)/w_s*ratio3*al
c1 = -(5-pi**2/4)*al/pi                      # one-loop coefficient: input, not derived here
G1 = G0*(1+c3+c1)
assert abs(G0*1e-9-2.09) < 0.005 and abs(G1*1e-9-2.09) < 0.005
print(f"alpha = {al:.10e}, a0 = {a0:.8e} m, r_e = {re:.8e} m, c = {sc.c:.0f} m/s")
print(f"binding energy = {-0.25-E:.7f} Eh = {(-0.25-E)*pc['Hartree energy in eV'][0]:.5f} eV")
print(f"parapositronium contact density = {1/(8*pi):.7f} a0^-3, rate = {para*1e-9:.5f} ns^-1")
print(f"Ps- / Ps contact density ratio = {fin['dr']*8*pi:.5f}")
print(f"2 pi alpha^4 c/a0 = {2*pi*al**4*sc.c/a0*1e-9:.4f} ns^-1")
print(f"contact density rho = {rho:.5e} m^-3")
print(f"Gamma0 = {G0*1e-9:.4f} ns^-1 (direct delta: {G0*fin['dp']/fin['dr']*1e-9:.4f} ns^-1)")
print(f"lifetime at leading order = {1e9/G0:.4f} ns")
print(f"relative 3-photon term = {c3:.6f}, rate = {G0*c3*1e-9:.5f} ns^-1")
print(f"relative one-loop term (input coefficient) = {c1:.6f}")
print(f"refined Gamma = {G1*1e-9:.4f} ns^-1, lifetime = {1e9/G1:.4f} ns")
print("all tests passed")
```

Printed output:

```
one function: a, b, c = 0.5 0.15 0.0 a0^-1
N=1: E=-0.25619601 Eh, delta direct=0.0179259, Drachman=0.0190658 a0^-3
N=1: cusp ep=-0.46416, cusp ee=0.0000 a0^-1, delta ee=7.2015e-04 a0^-3
N=20: E=-0.26200092 Eh, delta direct=0.0207060, Drachman=0.0207266 a0^-3
N=20: cusp ep=-0.49881, cusp ee=0.4458 a0^-1, delta ee=1.7799e-04 a0^-3
N=40: E=-0.26200469 Eh, delta direct=0.0207241, Drachman=0.0207316 a0^-3
N=40: cusp ep=-0.49932, cusp ee=0.4942 a0^-1, delta ee=1.7179e-04 a0^-3
N=60: E=-0.26200491 Eh, delta direct=0.0207312, Drachman=0.0207329 a0^-3
N=60: cusp ep=-0.49978, cusp ee=0.4938 a0^-1, delta ee=1.7181e-04 a0^-3
N=80: E=-0.26200495 Eh, delta direct=0.0207323, Drachman=0.0207330 a0^-3
N=80: cusp ep=-0.49986, cusp ee=0.4955 a0^-1, delta ee=1.7151e-04 a0^-3
box 1 edges a,a,b,b,c,c (a0^-1): 0.389 0.513 0.022 0.276 -0.008 0.175
box 2 edges a,a,b,b,c,c (a0^-1): 0.253 0.611 0.308 0.778 -0.118 0.234
directions kept at N=80: 55; virial ratio -V/T = 2.0000011
<1/r1> = 0.339821 a0^-1, <V/r1> = -0.309563 Eh/a0
<sum|grad psi|^2/r1> = 0.180518 a0^-3
Laguerre 330 fns: E=-0.26200497 Eh, delta=0.0207270 a0^-3
Laguerre 840 fns: E=-0.26200506 Eh, delta=0.0207323 a0^-3
largest relative deviation from Laguerre: direct 1.3e-03, Drachman 2.7e-04
singlet 2-photon sigma v = 4.000000 pi r_e^2 c
triplet 3-photon / singlet 2-photon = 0.123024 alpha
singlet weight summed over both pairs = 0.5000, triplet = 1.5000
alpha = 7.2973525643e-03, a0 = 5.29177211e-11 m, r_e = 2.81794032e-15 m, c = 299792458 m/s
binding energy = 0.0120050 Eh = 0.32667 eV
parapositronium contact density = 0.0397887 a0^-3, rate = 8.03250 ns^-1
Ps- / Ps contact density ratio = 0.52108
2 pi alpha^4 c/a0 = 100.9394 ns^-1
contact density rho = 1.39913e+29 m^-3
Gamma0 = 2.0928 ns^-1 (direct delta: 2.0927 ns^-1)
lifetime at leading order = 0.4778 ns
relative 3-photon term = 0.002693, rate = 0.00564 ns^-1
relative one-loop term (input coefficient) = -0.005883
refined Gamma = 2.0861 ns^-1, lifetime = 0.4794 ns
all tests passed
```
